**Sliding barrier from the shear mode: numerical tests and example**

The program tests $B=\mu\omega^2a^2/(8\pi^2)$, where $B$ is the AB-to-BA barrier per cell, $\mu$ the reduced mass of the two layers per cell, $\omega$ the angular shear frequency and $a$ the lattice constant. It obtains the frequency from a finite-difference dynamical matrix with unequal layer masses and the barrier from a separate minimax path search; their ratio is 0.99999. It also asserts the barrier and curvature formulas with higher harmonics for three sets of coefficients. Further assertions cover the unchanged AB curvature under spacing relaxation, the softening by flexible layers, the Gaussian averages, the tunnelling integral and the field at which AB loses stability. For the round model parameters, the output gives 4.90 meV per cell, or 14.5 mJ/m². Spacing relaxation lowers this barrier by 6.1 % in the model used. Uniform switching would need about 220 MV/cm, some 22 times the rough breakdown field taken as input.

## Numerical verification

```python
"""
Result under test: for two rigid triangular-lattice layers whose stacking energy
per cell has only first-shell harmonics (maximum at AA, AB and BA degenerate),
    barrier(AB -> BA) = mu * omega^2 * a^2 / (8 pi^2)   per cell.
a: lattice constant; mu: reduced mass of the two layers per cell;
omega: angular frequency of the uniform shear mode at AB stacking.
Stacking energy: sum over shells n of 2 V_n * (three cosines of shell n).
Fractional sliding coordinates (p, q) refer to lattice vectors at 60 degrees:
AA = (0,0), AB = (1/3,1/3), saddle SP = (1/2,1/2), BA = (2/3,2/3).
Example parameters are round model values, not data for a material.
"""
import heapq
import numpy as np
from scipy import constants as sc
from scipy.integrate import quad
from scipy.optimize import minimize_scalar
from scipy.special import lambertw

PI = np.pi
CELL = np.array([[1.0, 0.0], [0.5, np.sqrt(3) / 2]])   # rows: lattice vectors / a
TO_FRACTION = np.linalg.inv(CELL)
AB = np.array([1/3, 1/3]) @ CELL                       # Cartesian, units of a
SP = np.array([1/2, 1/2]) @ CELL


def energy_fractional(p, q, shells):
    c = lambda phase: np.cos(2 * PI * phase)
    v1, v2, v3 = shells
    return 2 * (v1 * (c(p) + c(q) + c(p + q))
                + v2 * (c(p - q) + c(2*p + q) + c(p + 2*q))
                + v3 * (c(2*p) + c(2*q) + c(2*p + 2*q)))


def energy(r, shells):
    """Stacking energy at Cartesian sliding r, in units of a."""
    p, q = np.asarray(r) @ TO_FRACTION
    return energy_fractional(p, q, shells)


def hessian(func, x0, h=1e-3):
    n = len(x0)
    eye = np.eye(n) * h
    out = np.zeros((n, n))
    for i in range(n):
        for j in range(n):
            out[i, j] = (func(x0 + eye[i] + eye[j]) - func(x0 + eye[i] - eye[j])
                         - func(x0 - eye[i] + eye[j])
                         + func(x0 - eye[i] - eye[j])) / (4 * h * h)
    return out


def shear_omega(shells, a, m1, m2):
    """Shear frequency from the dynamical matrix of two free layers."""
    f = lambda x: energy(AB + x[:2] - x[2:], shells)
    mass = np.array([m1, m1, m2, m2])
    dyn = hessian(f, np.zeros(4)) / a**2 / np.sqrt(np.outer(mass, mass))
    w2 = np.linalg.eigvalsh(dyn)
    assert np.all(np.abs(w2[:2]) < 1e-5 * w2[3])       # free translations
    assert abs(w2[2] / w2[3] - 1) < 1e-5               # isotropic shear pair
    return np.sqrt(w2[3])


def minimax_barrier(shells, n=120):
    """Lowest possible highest point on any grid path from AB to BA."""
    g = np.arange(n) / n
    e = energy_fractional(g[:, None], g[None, :], shells)
    start, goal = (n // 3, n // 3), (2 * n // 3, 2 * n // 3)
    moves = [(1, 0), (-1, 0), (0, 1), (0, -1), (1, 1), (-1, -1), (1, -1), (-1, 1)]
    heap, done = [(e[start], start)], set()
    while heap:
        top, node = heapq.heappop(heap)
        if node == goal:
            return top - e[start]
        if node in done:
            continue
        done.add(node)
        for di, dj in moves:
            new = ((node[0] + di) % n, (node[1] + dj) % n)
            if new not in done:
                heapq.heappush(heap, (max(top, e[new]), new))
    raise RuntimeError("no path found")


def inferred_barrier(mu, omega, a):
    return mu * omega**2 * a**2 / (8 * PI**2)


# --- main result: dynamics against a global path search, unequal masses ---
m1, m2, a_test = 3.0, 5.0, 1.9
mu_test = m1 * m2 / (m1 + m2)
first = (2.7, 0.0, 0.0)
search = minimax_barrier(first)
formula = inferred_barrier(mu_test, shear_omega(first, a_test, m1, m2), a_test)
assert abs(formula / search - 1) < 5e-3                # grid spacing error
sp_curv = np.linalg.eigvalsh(hessian(lambda r: energy(r, first), SP))
assert sp_curv[0] < 0 < sp_curv[1]
test_ratio = formula / search

# --- higher shells: true barrier and barrier returned by the formula ---
for shells in [(1, 0.05, 0), (1, -0.05, 0), (2.7, -0.1, 0.05)]:
    v1, v2, v3 = shells
    assert abs(minimax_barrier(shells) / (v1 - 8*v2 + 9*v3) - 1) < 5e-3
    got = inferred_barrier(mu_test, shear_omega(shells, a_test, m1, m2), a_test)
    assert abs(got / (v1 - 6*v2 + 4*v3) - 1) < 1e-3

# --- worked example, SI inside ---
a = 0.25e-9
layer_mass = 25 * sc.atomic_mass
mu = layer_mass / 2
freq = 1.1e12
omega = 2 * PI * freq
barrier = inferred_barrier(mu, omega, a)
area = np.sqrt(3) / 2 * a**2
G = 4 * PI / (np.sqrt(3) * a)
stiffness = mu * omega**2
meV = sc.e * 1e-3
back = shear_omega((barrier, 0, 0), a, layer_mass, layer_mass)
assert abs(back / omega - 1) < 1e-4

# one-dimensional cosine with the same curvature and AB-BA distance
distance = a / np.sqrt(3)
assert abs(np.linalg.norm(AB) * a / distance - 1) < 1e-12
cosine_barrier = mu * omega**2 * a**2 / (6 * PI**2)
cosine = lambda x: cosine_barrier / 2 * (1 - np.cos(2 * PI * x / distance))
h = 1e-3 * distance
assert abs((cosine(h) + cosine(-h)) / h**2 / stiffness - 1) < 1e-4

# higher harmonics at fixed measured frequency
ratio_minus = (1 + 8 * 0.05) / (1 + 6 * 0.05)
ratio_plus = (1 - 8 * 0.05) / (1 - 6 * 0.05)

# --- spacing relaxation: K z^2/2 + (V - V_AB) exp(-kappa z), minimized over z ---
kappa = 30e9
breathing = 2.5e12
K_z = mu * (2 * PI * breathing)**2
lam = kappa**2 * barrier / K_z


def relaxed(e):
    """Relaxed energy for unrelaxed energy e above AB, both in units of V1."""
    w = lambertw(lam * e).real
    return (w * w / 2 + w) / lam


for e in (1.0, 9.0):
    best = minimize_scalar(lambda y: y*y / (2*lam) + e * np.exp(-y),
                           bounds=(0, 3), method="bounded",
                           options={"xatol": 1e-10})
    assert abs(best.fun / relaxed(e) - 1) < 1e-8
unit = (1.0, 0.0, 0.0)
h_rigid = hessian(lambda r: energy(r, unit) + 3, AB)
h_relax = hessian(lambda r: relaxed(energy(r, unit) + 3), AB)
assert np.allclose(h_rigid, h_relax, atol=1e-3 * h_rigid[0, 0])
relaxed_barrier = barrier * relaxed(1.0)
assert relaxed_barrier < barrier
gap_sp = lambertw(lam).real / kappa
gap_aa = lambertw(9 * lam).real / kappa

# --- flexible layers: two atoms per layer, one interlayer spring ---
ma, mb = 11 * sc.atomic_mass, 14 * sc.atomic_mass
optical = 41e12
K_in = ma * mb / (ma + mb) * (2 * PI * optical)**2
springs = [(0, 1, K_in), (2, 3, K_in), (0, 3, stiffness)]
force = np.zeros((4, 4))
for i, j, k in springs:
    force[i, i] += k
    force[j, j] += k
    force[i, j] -= k
    force[j, i] -= k
masses = np.array([ma, mb, ma, mb])
w2_flex = np.linalg.eigvalsh(force / np.sqrt(np.outer(masses, masses)))[1]
flex_shift = 1 - w2_flex / omega**2
compliance = stiffness * (ma**2 + mb**2) / (ma + mb)**2 / K_in
assert abs(flex_shift / compliance - 1) < 0.01

# --- fluctuations at 300 K ---
T = 300.0
kT = sc.k * T
sound = 15e3
bending = 1.0 * sc.e
q_max = np.sqrt(4 * PI / area)


def variance(omega_of_q, temp):
    """Mean square relative displacement, one component, round zone."""
    def term(x):
        w = omega_of_q(x * q_max)
        return 2*x * sc.hbar / (2*mu*w) / np.tanh(sc.hbar*w / (2*sc.k*temp)) * 1e24
    return quad(term, 0, 1, points=[0.05, 0.2], limit=200)[0] * 1e-24


shear_band = lambda q: np.sqrt(omega**2 + (sound * q)**2)
breath_band = lambda q: np.sqrt((2*PI*breathing)**2
                                + bending * area / layer_mass * q**4)
hot = 1e5
classical = (sc.k * hot / (mu * sound**2 * q_max**2)
             * np.log(1 + (sound * q_max / omega)**2))
assert abs(variance(shear_band, hot) / classical - 1) < 0.01
w_var = variance(shear_band, T)
z_var = variance(breath_band, T)
plane_factor = np.exp(-G**2 * w_var / 2)
gap_factor = np.exp(kappa**2 * z_var / 2)

nodes, weights = np.polynomial.hermite_e.hermegauss(30)
weights = weights / weights.sum()
sigma = 0.1
for site in (AB, SP):
    mean = sum(wx * wy * energy(site + sigma * np.array([x, y]), unit)
               for x, wx in zip(nodes, weights) for y, wy in zip(nodes, weights))
    expected = energy(site, unit) * np.exp(-(G * a * sigma)**2 / 2)
    assert abs(mean / expected - 1) < 1e-8
gap_mean = np.sum(weights * np.exp(-kappa * np.sqrt(z_var) * nodes))
assert abs(gap_mean / gap_factor - 1) < 1e-8

# --- normal field: odd first harmonic, +1 at AB and -1 at BA ---
def odd_harmonic(r):
    p, q = np.asarray(r) @ TO_FRACTION
    s = lambda phase: np.sin(2 * PI * phase)
    return 2 / (3 * np.sqrt(3)) * (s(p) + s(q) - s(p + q))


assert abs(odd_harmonic(AB) - 1) < 1e-12 and abs(odd_harmonic(2*AB) + 1) < 1e-12
for load, stable in ((2.99, True), (3.01, False)):
    curv = np.linalg.eigvalsh(
        hessian(lambda r: energy(r, unit) + load * odd_harmonic(r), AB))
    assert np.all(curv > 0) if stable else np.all(curv < 0)
sheet_P = 2e-12
MV_cm = 1e8
coherent_field = 3 * barrier / (sheet_P * area)
breakdown = 10 * MV_cm
tilt = 2 * sheet_P * area * MV_cm

# --- tunnelling exponent on the straight path, one cell ---
def root_action(p):
    above = energy_fractional(p, p, unit) + 3
    return np.sqrt(max(above, 0.0))


path_integral = quad(root_action, 1/3, 2/3)[0] * np.sqrt(3) * a
closed = np.sqrt(3) * a / (2 * PI) * (2 * np.sqrt(3) - 2 * PI / 3)
assert abs(path_integral / closed - 1) < 1e-6
exponent = 2 / sc.hbar * np.sqrt(2 * mu * barrier) * path_integral

side = 10e-9
cells = side**2 / area
domain = cells * barrier

print("TEST MODEL")
print(f"formula barrier / path-search barrier: {test_ratio:.5f}")
print("INPUTS (round model values)")
print(f"lattice constant a: {a*1e9:.2f} nm")
print(f"layer mass per cell: {layer_mass/sc.atomic_mass:.1f} u")
print(f"reduced mass mu: {mu/sc.atomic_mass:.1f} u")
print(f"shear frequency: {freq/1e12:.2f} THz")
print(f"same as wavenumber: {freq/sc.c/100:.1f} cm^-1")
print("BARRIER")
print(f"angular frequency omega: {omega/1e12:.3f} rad/ps")
print(f"shear stiffness mu omega^2 per cell: {stiffness:.4f} N/m")
print(f"cell area: {area*1e18:.5f} nm^2")
print(f"AB-BA distance: {distance*1e9:.4f} nm")
print(f"barrier per cell: {barrier/meV:.3f} meV")
print(f"barrier per area: {barrier/area*1e3:.2f} mJ/m^2")
print(f"AA energy above AB per cell: {9*barrier/meV:.2f} meV")
print(f"single-cosine estimate: {cosine_barrier/meV:.3f} meV")
print("NEGLECTED EFFECTS")
print(f"true/inferred barrier, V2/V1 = -0.05: {ratio_minus:.3f}")
print(f"true/inferred barrier, V2/V1 = +0.05: {ratio_plus:.3f}")
print(f"breathing frequency (input): {breathing/1e12:.2f} THz")
print(f"decay constant kappa (input): {kappa/1e9:.1f} nm^-1")
print(f"barrier with relaxed spacing: {relaxed_barrier/meV:.3f} meV")
print(f"lowering by relaxation: {100*(1-relaxed_barrier/barrier):.2f} %")
print(f"spacing increase at saddle: {gap_sp*1e12:.2f} pm")
print(f"spacing increase at AA: {gap_aa*1e12:.2f} pm")
print(f"atom masses in layer (input): {ma/sc.atomic_mass:.0f}, "
      f"{mb/sc.atomic_mass:.0f} u")
print(f"intralayer optical frequency (input): {optical/1e12:.1f} THz")
print(f"barrier underestimate, flexible layers: {100*flex_shift:.3f} %")
print(f"temperature (input): {T:.0f} K")
print(f"thermal energy kT: {kT/meV:.2f} meV")
print(f"layer sound speed (input): {sound/1e3:.1f} km/s")
print(f"layer bending stiffness (input): {bending/sc.e:.1f} eV")
print(f"rms sliding fluctuation, one axis: {np.sqrt(w_var)*1e12:.2f} pm")
print(f"rms spacing fluctuation: {np.sqrt(z_var)*1e12:.2f} pm")
print(f"V1 factor, sliding fluctuations: {plane_factor:.4f}")
print(f"V1 factor, spacing fluctuations: {gap_factor:.4f}")
print(f"tunnelling exponent per cell: {exponent:.2f}")
print("COHERENT SWITCHING")
print(f"domain side (input): {side*1e9:.0f} nm")
print(f"cells in domain: {cells:.0f}")
print(f"domain barrier: {domain/sc.e:.2f} eV")
print(f"domain barrier / kT: {domain/kT:.0f}")
print(f"tunnelling exponent of domain: {exponent*cells:.0f}")
print(f"sheet polarization (input): {sheet_P*1e12:.1f} pC/m")
print(f"AB-BA splitting per cell at 1 MV/cm: {tilt/meV:.4f} meV")
print(f"coherent switching field: {coherent_field/MV_cm:.0f} MV/cm")
print(f"rough breakdown field (input): {breakdown/MV_cm:.0f} MV/cm")
print(f"switching / breakdown field: {coherent_field/breakdown:.1f}")
print("every check passed")
```

It prints:

```
TEST MODEL
formula barrier / path-search barrier: 0.99999
INPUTS (round model values)
lattice constant a: 0.25 nm
layer mass per cell: 25.0 u
reduced mass mu: 12.5 u
shear frequency: 1.10 THz
same as wavenumber: 36.7 cm^-1
BARRIER
angular frequency omega: 6.912 rad/ps
shear stiffness mu omega^2 per cell: 0.9915 N/m
cell area: 0.05413 nm^2
AB-BA distance: 0.1443 nm
barrier per cell: 4.899 meV
barrier per area: 14.50 mJ/m^2
AA energy above AB per cell: 44.09 meV
single-cosine estimate: 6.532 meV
NEGLECTED EFFECTS
true/inferred barrier, V2/V1 = -0.05: 1.077
true/inferred barrier, V2/V1 = +0.05: 0.857
breathing frequency (input): 2.50 THz
decay constant kappa (input): 30.0 nm^-1
barrier with relaxed spacing: 4.600 meV
lowering by relaxation: 6.09 %
spacing increase at saddle: 4.07 pm
spacing increase at AA: 21.63 pm
atom masses in layer (input): 11, 14 u
intralayer optical frequency (input): 41.0 THz
barrier underestimate, flexible layers: 0.074 %
temperature (input): 300 K
thermal energy kT: 25.85 meV
layer sound speed (input): 15.0 km/s
layer bending stiffness (input): 1.0 eV
rms sliding fluctuation, one axis: 5.96 pm
rms spacing fluctuation: 13.45 pm
V1 factor, sliding fluctuations: 0.9852
V1 factor, spacing fluctuations: 1.0848
tunnelling exponent per cell: 10.22
COHERENT SWITCHING
domain side (input): 10 nm
cells in domain: 1848
domain barrier: 9.05 eV
domain barrier / kT: 350
tunnelling exponent of domain: 18879
sheet polarization (input): 2.0 pC/m
AB-BA splitting per cell at 1 MV/cm: 0.1351 meV
coherent switching field: 218 MV/cm
rough breakdown field (input): 10 MV/cm
switching / breakdown field: 21.8
every check passed
```
